\section*{Multiplet Energies of Two Electrons in a Trigonal e Level}

\section{The states}

\textbf{Q.} In the negative NV centre of diamond, two electrons share a degenerate pair of orbitals. If the orbitals have the same energy, why should the configuration have more than one energy?

\textbf{A.} Because the electrons repel each other, and different ways of sharing the pair keep them apart to different degrees. Let $x$ and $y$ be real, orthonormal partners of the $e$ level. The threefold axis carries mirror planes, and I choose $x$ even and $y$ odd under one of them. The nuclei are fixed, the Hamiltonian contains no spin, and for now nothing but $e^2$ is admitted.

Two orbitals with two spins give four spin-orbitals, hence $\binom42=6$ determinants. Writing $xy$ for $x(1)y(2)$, the normalized spatial functions are
\begin{equation}
\begin{aligned}
T&=\tfrac{1}{\sqrt2}(xy-yx), & S_1&=\tfrac1{\sqrt2}(xx-yy),\\
S_2&=\tfrac1{\sqrt2}(xy+yx), & S_3&=\tfrac1{\sqrt2}(xx+yy).
\end{aligned}
\end{equation}
The total wavefunction must change sign when the electrons are exchanged. The antisymmetric $T$ therefore takes the three symmetric triplet spin functions, and each symmetric function takes the singlet: $3+1+1+1=6$ states.

\textbf{Q.} How do you know which of these belong together?

\textbf{A.} Rotate by $\theta=120^\circ$, with $c=\cos\theta$ and $s=\sin\theta$:
\begin{equation}
x\to cx+sy,\qquad y\to -sx+cy .
\end{equation}
Multiplying out the products gives
\begin{align}
xy-yx&\to(c^2+s^2)(xy-yx)=xy-yx,\\
xx+yy&\to(c^2+s^2)(xx+yy)=xx+yy,\\
xx-yy&\to\cos2\theta\,(xx-yy)+\sin2\theta\,(xy+yx),\label{rotu}\\
xy+yx&\to-\sin2\theta\,(xx-yy)+\cos2\theta\,(xy+yx).\label{rotv}
\end{align}
The first two are invariant. Under the mirror $y\to-y$, $T$ changes sign and $S_3$ does not, so they are ${}^3A_2$ and ${}^1A_1$. The last two turn into each other and form ${}^1E$.

\section{The energies}

\textbf{Q.} Then compute the repulsion. I expect several unrelated integrals.

\textbf{A.} Three appear at first. In atomic units, for real orbitals,
\begin{equation}
(ab|cd)=\iint\frac{a(1)b(1)\,c(2)d(2)}{r_{12}}\,d^3r_1d^3r_2 ,
\end{equation}
and I set $J_{xx}=(xx|xx)$, $J_{xy}=(xx|yy)$, $K=(xy|xy)$. I take $J_{yy}=J_{xx}$ for the moment and prove it below. A matrix element between products pairs the functions of the same electron: $\langle ab|r_{12}^{-1}|cd\rangle=(ac|bd)$. Thus
\begin{align}
\langle T|r_{12}^{-1}|T\rangle&=\tfrac12(2J_{xy}-2K)=J_{xy}-K,\\
\langle S_1|r_{12}^{-1}|S_1\rangle&=\tfrac12(J_{xx}+J_{yy}-2K)=J_{xx}-K,\\
\langle S_2|r_{12}^{-1}|S_2\rangle&=\tfrac12(2J_{xy}+2K)=J_{xy}+K,\\
\langle S_3|r_{12}^{-1}|S_3\rangle&=\tfrac12(J_{xx}+J_{yy}+2K)=J_{xx}+K.
\end{align}
The one-electron energy is $2h$ in each case. Off-diagonal elements vanish: $T$ differs in spin, $S_2$ is odd under the mirror while $S_1$ and $S_3$ are even, and $\langle S_1|r_{12}^{-1}|S_3\rangle=\frac12(J_{xx}-J_{yy})=0$.

\textbf{Q.} But $S_1$ and $S_2$ are supposed to be degenerate, and you have given them different expressions.

\textbf{A.} Their equality demands a relation between the integrals, which can be proved separately. Consider the densities at one point,
\begin{equation}
u=x^2-y^2,\qquad v=2xy,\qquad w=x^2+y^2 .
\end{equation}
By the same algebra as in \eqref{rotu} and \eqref{rotv}, $u\to Cu+Sv$ and $v\to-Su+Cv$, with $C=\cos2\theta$ and $S=\sin2\theta$, while $w$ is invariant. The Coulomb energy of two densities does not change when both are rotated or reflected. Since $v$ is odd under the mirror, $(u|v)=(w|v)=0$. Rotation then gives
\begin{equation}
(w|u)=C(w|u)+S(w|v)=C(w|u).
\end{equation}
Here $C=-\frac12$, so $(w|u)=J_{xx}-J_{yy}=0$, as promised. Likewise
\begin{equation}
(u|u)=C^2(u|u)+S^2(v|v)
\;\Rightarrow\; S^2\left[(u|u)-(v|v)\right]=0 .
\label{schur}
\end{equation}
Because $S=-\sqrt3/2$ is not zero, $(u|u)=(v|v)$. Expanding both sides,
\begin{equation}
2J_{xx}-2J_{xy}=4K
\quad\Rightarrow\quad J_{xx}-J_{xy}=2K .
\label{identity}
\end{equation}
Substituting $J_{xx}=J_{xy}+2K$ in the four energies yields
\begin{equation}
\begin{aligned}
E({}^3A_2)&=2h+J_{xy}-K,\\
E({}^1E)&=E({}^3A_2)+2K,\\
E({}^1A_1)&=E({}^3A_2)+4K .
\end{aligned}
\label{ladder}
\end{equation}
The terms are equally spaced by $2K$.

\textbf{Q.} Could $K$ be negative and turn the ladder over?

\textbf{A.} No. It is the Coulomb energy of the density $\rho=xy$ with itself. In terms of its Fourier transform $\tilde\rho$,
\begin{equation}
K=\frac{1}{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0 .
\end{equation}
Within this configuration the triplet is lowest. Its spatial function vanishes when the electrons meet, which lowers their repulsion.

\section{What the result depends on}

\textbf{Q.} Where did the threefold axis matter? A fourfold axis also has $e$ levels.

\textbf{A.} It mattered in \eqref{schur}. For $\theta=90^\circ$ one has $S=\sin180^\circ=0$, and the equation says nothing about $(u|u)-(v|v)$. The two members of ${}^1E$ become separate terms, and above the triplet the singlets lie at $2K$, $J_{xx}-J_{xy}$ and $J_{xx}-J_{xy}+2K$. Take four hydrogen $1s$ orbitals in the STO-3G basis (Slater exponent 1.24, tighter than in the free atom) on a square of side 1.5 angstrom, with $x$ and $y$ each the normalized difference of the two orbitals on one diagonal. The unscreened integrals give $J_{xx}-J_{xy}=5.29$ eV but $2K=0.20$ eV. The singlets are then at 0.20, 5.29 and 5.49 eV, far from a ladder.

Conversely, any symmetry rotation that turns the pair $x,y$ by an angle $\theta$ with $\sin2\theta\ne0$ suffices. This angle belongs to the orbitals and can be a multiple of the angle about the axis: an eightfold ring has an $e$ pair that turns by $90^\circ$ when the ring turns by $45^\circ$, and for that pair the argument fails. A $\pi^2$ configuration of a linear molecule is the case of arbitrary $\theta$, so its terms ${}^3\Sigma^-$, ${}^1\Delta$, ${}^1\Sigma^+$ have the same spacing at this level of approximation.

\textbf{Q.} I prefer the complex orbitals $e_\pm=(x\pm iy)/\sqrt2$. Do I also find twice the exchange integral?

\textbf{A.} You find the same energies but a different exchange integral. Since $e_+^*e_-=\frac12(x-iy)^2=\frac12(u-iv)$,
\begin{equation}
\begin{aligned}
K_{+-}&=\iint\frac{e_+^*(1)e_-(1)\,e_-^*(2)e_+(2)}{r_{12}}d^3r_1d^3r_2\\
&=\tfrac14\left[(u|u)+(v|v)\right]=\tfrac14(4K+4K)=2K .
\end{aligned}
\end{equation}
The spacing is twice the exchange integral of the real pair, or once that of the complex pair.

\textbf{Q.} The centre has more than two electrons. There is a filled $a_1$ orbital just below.

\textbf{A.} The relevant configuration is $a_1^2e^2$. Each $e$ electron interacts with the closed shell through
\begin{equation}
2J_{ax}-K_{ax},\qquad J_{ax}=(aa|xx),\quad K_{ax}=(ax|ax),
\end{equation}
because it repels both $a_1$ electrons and exchanges with the one of equal spin. The field of the closed shell has the full symmetry. Its matrix element between $x$ and $y$ vanishes by the mirror, and its diagonal elements are equal by the argument that gave $J_{xx}=J_{yy}$. All $e^2$ terms therefore move together, and the spacings in \eqref{ladder} survive.

\textbf{Q.} And if strain spoils the degeneracy of the orbitals?

\textbf{A.} Put $x$ at $+\delta/2$ and $y$ at $-\delta/2$, with the integrals held fixed. The triplet and $S_2$ have one electron in each orbital and do not move. In the basis $xx$, $yy$, measured from the triplet, the diagonal repulsion is $J_{xx}-(J_{xy}-K)=3K$, so
\begin{equation}
\begin{pmatrix}3K+\delta&K\\K&3K-\delta\end{pmatrix}
\;\Rightarrow\; 3K\pm\sqrt{K^2+\delta^2}.
\end{equation}
For $\delta\ll K$ the levels $2K$ and $4K$ shift by $\mp\delta^2/(2K)$. For $\delta>\sqrt8\,K$ the lower singlet falls below the triplet: putting both electrons in the lower orbital then pays. This threshold holds within pure $e^2$; in the vacancy model below, mixing with other configurations moves the crossing to smaller $\delta$.

\section{Numbers for a vacancy}

\textbf{Q.} How large is $K$ for something like the NV centre?

\textbf{A.} Take a simple model: three carbon $sp^3$ hybrids $c_1,c_2,c_3$ pointing into a vacancy from 1.54 angstrom, a rough diamond bond length. With overlaps removed by orthogonalization,
\begin{equation}
x=\frac{2c_1-c_2-c_3}{\sqrt6},\qquad y=\frac{c_2-c_3}{\sqrt2}.
\end{equation}
If products of different hybrids are neglected, $xy\approx(c_3^2-c_2^2)/\sqrt{12}$. With $U$ the repulsion on one hybrid and $V$ that between two,
\begin{equation}
K\approx\frac{2U-2V}{12}=\frac{U-V}{6}.
\end{equation}
The unscreened values $U=20.50$ eV and $V=7.61$ eV give $K\approx2.15$ eV. Keeping all products gives 2.26 eV, so the estimate is 5\% low relative to the full integral.

\textbf{Q.} A spacing of 4.5 eV can't be right inside a crystal.

\textbf{A.} The other electrons of the crystal screen the repulsion, and the fixed hybrids also overestimate $K$, as sized below. To represent the screening crudely, I divide every integral by a relative permittivity of 5.7, a rough value for diamond:
\begin{equation}
K=\frac{2.261}{5.7}=0.397\ \text{eV},\qquad 2K=0.793\ \text{eV}=0.0292\ \text{hartree}.
\end{equation}
The unmixed ${}^1E$ and ${}^1A_1$ lie at 0.79 and 1.59 eV. Fitting each Slater orbital with six Gaussians instead of three changes the unscreened $K$ by 0.007 eV, or 0.3\%. That measures the quality of the fit, not the choice of orbital: contracted atomic natural orbitals give an unscreened $K$ of 2.09 eV, 8\% less, and lower the unmixed levels by the same fraction. Other orbitals shift them further: the self-consistent open-shell Hartree--Fock orbitals of a small hydrogen-terminated cluster, C$_3$NH$_{12}^-$ in the 6-31G basis, give an unscreened $K$ of 1.63 eV, 28\% less.

An orbital splitting of 0.05 eV shifts the outer singlets by $0.05^2/(2\times0.397)=0.003$ eV, to 0.790 and 1.590 eV. Within pure $e^2$, strain of this size hardly disturbs the ladder. Mixing with $a_1e^3$, treated below, makes ${}^1E$ more sensitive: raising one hybrid by 0.075 eV, which splits the $e$ orbitals by the same 0.05 eV, then separates the two members of ${}^1E$ by about 0.04 eV. Most of this comes from the one-electron coupling between $a_1$ and $e$ that the distortion also creates; without that coupling the separation would be only about 0.01 eV.

\section{Configuration mixing}

\textbf{Q.} You have kept $a_1^2e^2$ pure. Yet promoting an electron from $a_1$ to $e$ costs only about 2 eV. Is that harmless?

\textbf{A.} It is not. Admit all distributions of four electrons over $a$, $x$, $y$. It is simplest to count the two holes in the filled set of six spin-orbitals. Moving the creation operators in the Hamiltonian to the right of the annihilation operators leaves a constant, a one-hole energy, and a two-hole repulsion. For real orbitals this repulsion has the same integrals $(ab|cd)$ as for electrons. Symmetry makes the one-hole energies diagonal; call them $\eta_a$ and $\eta_e$.

The configuration $a_1^2e^2$ has both holes in $e$, and $a_1e^3$ has one in $a$. Their triplets differ by
\begin{equation}
\begin{aligned}
D&=E({}^3E)-E({}^3A_2)\\
&=\eta_a-\eta_e+J_{ax}-K_{ax}-J_{xy}+K .
\end{aligned}
\label{D}
\end{equation}
The singlet of $a_1e^3$ has $+K_{ax}$ where its triplet has $-K_{ax}$, so it lies at $D+2K_{ax}$ above ${}^3A_2$. With both holes in $a$, the configuration $e^4$ lies at
\begin{equation}
\begin{aligned}
B&=2(\eta_a-\eta_e)+J_{aa}-J_{xy}+K\\
&=2D+J_{aa}-2J_{ax}+2K_{ax}+J_{xy}-K ,
\end{aligned}
\end{equation}
where \eqref{D} was used to eliminate $\eta_a-\eta_e$.

\textbf{Q.} Which of these can mix?

\textbf{A.} Those of equal spin and symmetry. The ${}^3A_2$ term has no partner in this space. For ${}^1A_1$ the coupling is
\begin{equation}
\tfrac1{\sqrt2}\langle xx+yy|r_{12}^{-1}|aa\rangle
=\tfrac1{\sqrt2}(K_{ax}+K_{ay})=\sqrt2\,K_{ax}.
\end{equation}
For the mirror-even member of ${}^1E$ it is
\begin{equation}
\tfrac12\langle xx-yy|r_{12}^{-1}|ax+xa\rangle=(ax|xx)-(ay|xy).
\label{ecoup}
\end{equation}
Let $g=(ax|xx)$. Rotation and mirror give $(ax|w)=c\,(ax|w)$, hence $(ax|w)=0$, $(ax|yy)=-g$ and $(ax|u)=2g$. For $\theta=120^\circ$, $C=c$ and $S=-s$, so $(u,-v)$ rotates exactly as $(ax,ay)$ does. Therefore
\begin{equation}
(ax|u)=c^2(ax|u)+s^2(ay|{-v})
\;\Rightarrow\;(ay|{-v})=(ax|u)=2g ,
\end{equation}
which means $(ay|xy)=-g$. The coupling \eqref{ecoup} is $2g$. The two matrices, measured from ${}^3A_2$, are
\begin{equation}
{}^1E:\begin{pmatrix}2K&2g\\2g&D+2K_{ax}\end{pmatrix},\quad
{}^1A_1:\begin{pmatrix}4K&\sqrt2K_{ax}\\\sqrt2K_{ax}&B\end{pmatrix}.
\label{mix}
\end{equation}

\textbf{Q.} Put in the numbers.

\textbf{A.} I set $D=2.0$ eV, a rough value for the vertical triplet excitation. The screened integrals are $K_{ax}=0.740$ eV and $|g|=0.536$ eV, and the upper diagonal elements are 3.480 and 4.720 eV. The lower roots are
\begin{align}
E({}^1E)&=2.137-\sqrt{1.343^2+1.072^2}=0.42\ \text{eV},\\
E({}^1A_1)&=3.154-\sqrt{1.567^2+1.047^2}=1.27\ \text{eV}.
\end{align}
Diagonalizing the full four-electron Hamiltonian in the three orbitals gives the same energies. They depend on the carbon orbitals chosen: with the atomic natural orbitals mentioned above, ${}^1E$ stays at 0.42 eV but ${}^1A_1$ lies at 1.22 eV. They also depend on the rough value of $D$: changing it by 0.2 eV moves ${}^1E$ by about 0.02 eV and ${}^1A_1$ by up to 0.04 eV. The first gap has shrunk from 0.79 to 0.42 eV, while the second has grown to 0.85 eV. Yet the admixed weights are just 11\% in ${}^1E$ and 8\% in ${}^1A_1$. A state can look nearly pure and still have its energy shifted by half the original spacing.

\textbf{Q.} So ${}^1E$ is always lowered more than ${}^1A_1$?

\textbf{A.} Not in general. With permittivity 3.0, and the orbital separation readjusted to keep $D=2.0$ eV, ${}^1E$ falls by 0.97 eV and ${}^1A_1$ by 1.13 eV. The couplings remain similar to each other, 2.04 and 1.99 eV, but the separations of the diagonal elements change in opposite directions: from 2.69 to 3.31 eV for ${}^1E$, and from 3.13 to 2.35 eV for ${}^1A_1$. The closer partner now belongs to ${}^1A_1$. The mixed levels are at 0.54 and 1.88 eV, whereas the unmixed ones would be at 1.51 and 3.01 eV.

\textbf{Q.} How does this compare with the real centre?

\textbf{A.} The infrared transition between its singlets is roughly 1.2 eV. For permittivities 5.7 and 3.0 the mixed gaps are 0.85 and 1.34 eV, on either side of that value; but so are the unmixed spacings, 0.79 and 1.51 eV. The comparison supports the scale of the model, but does not test the mixing. The bulk permittivity is doubtful at distances of one or two bonds, where screening is incomplete. The model also omits the nitrogen orbital, the spread of the defect orbitals into the crystal, lattice relaxation and spin-orbit coupling. Among the effects sized here, the two largest are mixing and screening. At permittivity 5.7, mixing lowers ${}^1E$ by 0.375 eV, or 47\% of its unmixed energy; changing the permittivity from 5.7 to 3.0 raises the unmixed ${}^1E$ by 0.71 eV. Weaker screening also strengthens the mixing, which offsets most of this rise: with $D$ held at 2.0 eV, the lowering grows from 0.375 to 0.970 eV, and the mixed ${}^1E$ rises only from 0.42 to 0.54 eV.

\textbf{Q.} Would such a shift matter for the occupation at room temperature?

\textbf{A.} In thermal equilibrium, counting electronic states alone, ${}^1E$ has two states and ${}^3A_2$ has three, so the population ratio is $\frac23e^{-\Delta/k_BT}$, with $\Delta$ their energy difference. At 300 K, $k_BT=0.0259$ eV. For permittivity 5.7 the ratio is $3\times10^{-14}$ without mixing and $6\times10^{-8}$ with it. Both are negligible occupations, but the factor of two million between them, or two hundred thousand with the atomic natural orbitals, shows how unsafe the unmixed energies are as input to a population model. The mixed value is itself only rough: with permittivity 3.0 it becomes $6\times10^{-10}$. More digits for the main model are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
carbon-vacancy distance: 1.54 angstrom
carbon-carbon distance: 2.515 angstrom
relative permittivity: 5.7
chosen 3E - 3A2 energy D: 2.00 eV
Bare integrals, six Gaussians per Slater orbital
  J_xx: 14.2192 eV
  J_xy: 9.6970 eV
  J_xx - J_xy: 4.5223 eV
  K: 2.2611 eV
  K with three Gaussians: 2.2541 eV
  shift of K, three to six: 0.0071 eV
  exchange integral of complex pair: 4.5223 eV
  on-site U: 20.5025 eV
  intersite V: 7.6116 eV
  estimate (U-V)/6: 2.1485 eV
Square of s orbitals, side 1.5 angstrom
  J_xx - J_xy: 5.2895 eV
  2K: 0.1985 eV
Main model, permittivity 5.7; energies from 3A2
  K: 0.3967 eV
  unmixed 1E: 0.7934 eV
  unmixed 1A1: 1.5868 eV
  K_ax: 0.7401 eV; |g|: 0.5358 eV
  upper 1E before mixing: 3.4803 eV
  upper 1A1 before mixing: 4.7203 eV
  mixed 1E: 0.4184 eV
  mixed 1A1: 1.2693 eV
  lowering of 1E: 0.3750 eV
  lowering of 1A1: 0.3175 eV
  mixed 1A1 - 1E gap: 0.8509 eV
  admixed weight in 1E: 10.91 %
  admixed weight in 1A1: 8.42 %
Weaker screening, permittivity 3.0; energies from 3A2
  K: 0.7537 eV
  unmixed 1E: 1.5074 eV
  unmixed 1A1: 3.0149 eV
  K_ax: 1.4063 eV; |g|: 1.0180 eV
  upper 1E before mixing: 4.8125 eV
  upper 1A1 before mixing: 5.3686 eV
  mixed 1E: 0.5378 eV
  mixed 1A1: 1.8809 eV
  lowering of 1E: 0.9696 eV
  lowering of 1A1: 1.1340 eV
  mixed 1A1 - 1E gap: 1.3431 eV
  admixed weight in 1E: 18.49 %
  admixed weight in 1A1: 24.54 %
main spacing 2K: 0.029156 hartree
e-orbital splitting: 0.050 eV
  unmixed singlets then: 0.7902, 0.7934, 1.5899 eV
thermal energy at 300 K: 0.02585 eV
  1E/3A2 population, unmixed: 3.13e-14
  1E/3A2 population, mixed: 6.24e-08
\end{verbatim}

The molecular numbers use the small basis STO-3G, STO-6G and are not converged values.
